\section*{How far does a substrate-bound sheet fluctuate in height at room temperature?}

\section{The question}

A two-dimensional crystal lies on a flat, rigid substrate. Its bending rigidity is $\kappa=1.6\times10^{-18}$ J, and the substrate resists a change of height with a binding stiffness $\gamma=5\times10^{19}$ N/m$^3$. How large is the root-mean-square thermal height fluctuation of a point on the sheet at 300 K, and how does it depend on $\kappa$, $\gamma$ and temperature?

Let $h(\mathbf r)$ be the height measured from the rest position. Static roughness of the substrate is a separate matter and is not part of $h$. The base model has four assumptions: small slopes, a harmonic energy without tension, classical statistics, and a sheet much wider than the ripples that matter. Its energy is
\begin{equation}
F=\frac12\int d^2r\,\left[\kappa(\nabla^2h)^2+\gamma h^2\right].
\label{eq:energy}
\end{equation}
The first term is the cost of curvature. The second is the binding energy per area expanded about its minimum, so $\gamma$ is a force per area per displacement.

\section{From the energy to the variance}

Take a periodic sheet of area $S$ and write $h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. The Laplacian multiplies each term by $-q^2$, and different plane waves are orthogonal over the sheet. Therefore
\begin{equation}
F=\frac S2\sum_{\mathbf q}K(q)|h_{\mathbf q}|^2,
\qquad K(q)=\kappa q^4+\gamma .
\end{equation}
Because $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. The pair $\pm\mathbf q$ thus has two independent real amplitudes, $h_{\mathbf q}=a+ib$, and energy $SK(a^2+b^2)$. Equipartition gives each quadratic term the mean energy $k_BT/2$, so
\begin{equation}
\langle a^2\rangle=\langle b^2\rangle=\frac{k_BT}{2SK},
\qquad
\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{SK(q)} .
\end{equation}
The variance at a point is the sum of these mode variances. For a large sheet the sum becomes $S\int d^2q/(2\pi)^2$, and the area cancels:
\begin{equation}
\sigma^2\equiv\langle h^2\rangle
=k_BT\int\frac{d^2q}{(2\pi)^2}\frac1{\kappa q^4+\gamma}
=\frac{k_BT}{2\pi}\int_0^\infty\frac{q\,dq}{\kappa q^4+\gamma}.
\label{eq:integral}
\end{equation}
With $u=q^2$, $q\,dq=du/2$, and
\begin{align}
\sigma^2&=\frac{k_BT}{4\pi}\int_0^\infty\frac{du}{\kappa u^2+\gamma}\nonumber\\
&=\frac{k_BT}{4\pi\sqrt{\kappa\gamma}}
\left[\arctan\left(u\sqrt{\kappa/\gamma}\right)\right]_0^\infty
=\frac{k_BT}{8\sqrt{\kappa\gamma}} .
\label{eq:result}
\end{align}

\section{The size of the effect}

For the given sheet, $\sqrt{\kappa\gamma}=8.944$ N/m, and at 300 K the thermal energy is $4.142\times10^{-21}$ J. Hence
\begin{equation}
\sigma^2=\frac{4.142\times10^{-21}\ \mathrm J}{8\times8.944\ \mathrm{N/m}}
=5.79\times10^{-23}\ \mathrm{m^2},
\qquad \sigma=7.6\ \mathrm{pm}.
\end{equation}
The answer for the stated model is about 8 pm.

A real-space calculation tests the wavevector integral. The energy \eqref{eq:energy} was discretized on a periodic square of side $12(\kappa/\gamma)^{1/4}$, and the variance was obtained from the inverse of its Hessian. Relative to \eqref{eq:result}, the result was 2.6\% high with 48 points per side and 0.84\% high with 96.

\section{How it scales}

The rms height obeys
\begin{equation}
\sigma\propto T^{1/2}(\kappa\gamma)^{-1/4}.
\end{equation}
Rigidity and binding enter symmetrically, and weakly. Doubling either one, with everything else fixed, reduces $\sigma$ by 16\%; halving $\sigma$ takes a sixteenfold increase. At 400 K, with $\kappa$ and $\gamma$ held fixed, $\sigma$ is 8.8 pm.

The two stiffness terms are equal at
\begin{equation}
q_*=\left(\frac\gamma\kappa\right)^{1/4}=2.36\ \mathrm{nm^{-1}},
\qquad \frac{2\pi}{q_*}=2.66\ \mathrm{nm}.
\end{equation}
Longer waves are limited mainly by binding, shorter waves by bending. At $q=q_*$ the argument of the arctangent in \eqref{eq:result} is one, and the arctangent is $\pi/4$, half its final value. Waves longer than 2.66 nm therefore supply half of the variance.

The limit $\gamma\to0$ shows what the substrate does. Equation \eqref{eq:result} then diverges, because long waves lose their restoring force. In a sheet of finite width $L$ whose edges are held at a fixed height, so that it cannot shift or tilt as a whole, the longest waves have $q$ of order $2\pi/L$. If $q_*\ll2\pi/L$, binding can be dropped, and a circular lower cutoff gives
\begin{equation}
\sigma^2\simeq\frac{k_BT}{2\pi\kappa}\int_{2\pi/L}^\infty\frac{dq}{q^3}
=\frac{k_BT}{4\pi\kappa}\left(\frac L{2\pi}\right)^2
=\frac{k_BTL^2}{16\pi^3\kappa}.
\end{equation}
This is a scaling estimate, and its numerical factor depends on the edges and the cutoff: at the centre of a square sheet with simply supported edges the variance is nearly six times larger. The harmonic rms height still grows in proportion to $L$. Binding replaces this growth by a value independent of $L$ once $L\gg2\pi/q_*$.

\section{What if the substrate is elastic?}

A rigid substrate cannot move, whereas a real one yields under the sheet. Model it as an isotropic elastic half-space with Lam\'e constants $\lambda,\mu$, occupying $z>0$, with $z$ pointing into it. For a surface wave of unit normal amplitude, try
\begin{align}
u_x&=(a+bz)e^{-qz}\sin qx,\nonumber\\
u_z&=(1+dz)e^{-qz}\cos qx .
\end{align}
The coefficients $a,b,d$ belong to this section alone. Static equilibrium requires $(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u=0$. The divergence is
\begin{equation}
\nabla\cdot\mathbf u=
\left[q(a-1)+d+q(b-d)z\right]e^{-qz}\cos qx,
\end{equation}
and the Laplacians of $u_x$ and $u_z$ are $-2qb\,e^{-qz}\sin qx$ and $-2qd\,e^{-qz}\cos qx$. In the $x$ equation the term linear in $z$ must vanish, so $b=d$. The remaining terms of both equations give
\begin{equation}
(\lambda+\mu)[q(a-1)+d]+2\mu d=0 .
\end{equation}
The sheet is assumed to exert no shear traction. At $z=0$ this means $\partial_zu_x+\partial_xu_z=0$, or $d=q(a+1)$. Substitution gives $a(2\lambda+4\mu)+2\mu=0$, and so
\begin{equation}
a=-\frac{\mu}{\lambda+2\mu},\qquad
d=\frac{q(\lambda+\mu)}{\lambda+2\mu}.
\end{equation}
At a crest, $\nabla\cdot\mathbf u=-2\mu q/(\lambda+2\mu)$ and $\partial_zu_z=d-q=-\mu q/(\lambda+2\mu)$. The pressure needed for unit displacement is
\begin{align}
k_s&=-\lambda\nabla\cdot\mathbf u-2\mu\,\partial_zu_z
=\frac{2\mu(\lambda+\mu)q}{\lambda+2\mu}\nonumber\\
&=\frac{\mu q}{1-\nu_s}=\frac{E_sq}{2(1-\nu_s^2)} .
\end{align}
The second line uses $\lambda=2\mu\nu_s/(1-2\nu_s)$ and $\mu=E_s/[2(1+\nu_s)]$, where $E_s$ and $\nu_s$ are the Young modulus and Poisson ratio of the substrate.

If the surface moves by $s$, a mode has energy proportional to $\kappa q^4h^2+\gamma(h-s)^2+k_ss^2$. Integrating a quadratic energy over $s$ in classical statistics leaves, apart from a constant, its minimum over $s$. That minimum lies at $s=\gamma h/(\gamma+k_s)$, which gives
\begin{equation}
K(q)=\kappa q^4+\frac{\gamma k_s}{\gamma+k_s}.
\label{eq:series}
\end{equation}
The binding and the substrate act as springs in series.

For a rough oxide modulus of 70 GPa and Poisson ratio 0.17, $k_s(q_*)=8.5\times10^{19}$ N/m$^3$, which is comparable with $\gamma$. At still longer wavelengths $k_s$ falls in proportion to $q$, and the support softens further. Integrating with \eqref{eq:series} raises the variance by 58\% and the rms height to 9.6 pm. These figures assume no shear traction; in the opposite extreme, a surface held fixed in its plane, $k_s$ is 19\% larger and they become 49\% and 9.3 pm. This height is measured from a fixed level, so it includes the motion that the sheet shares with the oxide surface.

The opposite limit to a rigid substrate is binding so strong that $\gamma\gg k_s$ for all waves that matter. Put $c=E_s/[2(1-\nu_s^2)]$, so that $k_s=cq$. With $q=(c/\kappa)^{1/3}t$,
\begin{equation}
\sigma^2=\frac{k_BT}{2\pi}\int_0^\infty\frac{dq}{\kappa q^3+c}
=\frac{k_BT}{2\pi\kappa^{1/3}c^{2/3}}\int_0^\infty\frac{dt}{1+t^3}.
\end{equation}
Replacing $t$ by $1/t$ turns the last integral into $\int_0^\infty t\,dt/(1+t^3)$. Half the sum of the two forms is
\begin{equation}
\frac12\int_0^\infty\frac{dt}{1-t+t^2}
=\frac1{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{2\pi}{3\sqrt3},
\end{equation}
and therefore
\begin{equation}
\sigma^2=\frac{k_BT}{3\sqrt3\,\kappa^{1/3}c^{2/3}} .
\end{equation}
In this limit stronger binding no longer helps: the sheet follows the surface, and the substrate modulus and the bending rigidity set the fluctuation. In the example $\gamma$ and $k_s$ are comparable, so neither limit applies. Two springs in series are softer than either alone, so the variance exceeds both limiting values.

\section{Do short waves and quantum statistics matter?}

The integral \eqref{eq:integral} runs to infinite $q$, but a crystal has a finite number of modes. Allow one flexural mode per unit cell of area $A$ and replace the Brillouin zone by a disc of radius $Q$. Then $Q^2/(4\pi)=1/A$. Stopping the arctangent in \eqref{eq:result} at $u=Q^2$ removes the fraction
\begin{equation}
1-\frac2\pi\arctan\frac{Q^2}{q_*^2}
=\frac2\pi\arctan\frac{q_*^2}{Q^2}.
\end{equation}
A rough lattice constant of 0.316 nm gives $Q=12.05$ nm$^{-1}$, and the missing modes alone take away 2.4\% of the variance.

A lattice also softens the short waves that remain, and this can matter more. As a simple model, take a triangular lattice with constant $a_0$ and replace $q^2$ in the bending term by
\begin{equation}
\frac{4}{3a_0^2}\sum_{j=1}^{3}\left(1-\cos\mathbf q\cdot\mathbf a_j\right),
\end{equation}
where $\pm\mathbf a_j$ are the six nearest-neighbour vectors. For long waves this equals $q^2$; near the zone edge it is smaller. Summing $k_BT/K$ over the Brillouin zone then gives a variance 15\% above \eqref{eq:result}, or an rms height of 8.2 pm. The size of this increase depends on the lattice model, but it shows that a cutoff alone can give the wrong sign.

For a quantum oscillator of areal mass density $\rho$ and frequency $\omega=\sqrt{K/\rho}$, the classical factor $k_BT/K$ becomes
\begin{equation}
\frac{\hbar}{2\rho\omega}\coth\frac{\hbar\omega}{2k_BT}
=\frac{k_BT}{K}\,y\coth y,
\qquad y=\frac{\hbar\omega}{2k_BT}.
\end{equation}
The expansion of the hyperbolic cotangent in its poles gives
\begin{equation}
y\coth y=1+\sum_{n=1}^{\infty}\frac{2y^2}{y^2+n^2\pi^2}
\le1+\sum_{n=1}^{\infty}\frac{2y^2}{n^2\pi^2}=1+\frac{y^2}{3}.
\end{equation}
Since $K=\rho\omega^2$, the excess per mode is at most $\hbar^2/(12\rho k_BT)$. There are $1/A$ modes per area, and $M=\rho A$ is the mass of a cell, so the total excess is at most $\hbar^2/(12Mk_BT)$. For $M=160.1$ u this bound is 1.5\% of the classical variance. The integral over the disc gives an increase of 1.4\%. The bound does not depend on the dispersion. The increase itself depends on it only weakly here: the disc value uses the continuum form of $K(q)$ up to the zone edge, where that form is too stiff, and the softer lattice model moves it from 1.40\% to 1.44\%, closer to the bound.

\section{Does tension flatten the sheet?}

A tension $\tau$ adds $\tau q^2$ to $K(q)$. To first order the variance changes by
\begin{equation}
\delta\sigma^2=-\frac{k_BT\tau}{2\pi}
\int_0^\infty\frac{q^3dq}{(\kappa q^4+\gamma)^2}
=-\frac{k_BT\tau}{8\pi\kappa\gamma},
\end{equation}
where $w=\kappa q^4+\gamma$, $dw=4\kappa q^3dq$ makes the integral $1/(4\kappa\gamma)$. Division by \eqref{eq:result} gives
\begin{equation}
\frac{\delta\sigma^2}{\sigma^2}=-\frac{\tau}{\pi\sqrt{\kappa\gamma}} .
\end{equation}
Take a two-dimensional Young modulus $Y=120$ N/m and Poisson ratio $\nu=0.25$, both rough. A built-in biaxial strain of 0.2\% produces $\tau=Y\times0.002/(1-\nu)=0.32$ N/m. The formula and the integral with the full tension term both give a reduction of 1.1\%.

The ripples can also create tension. A tilted sheet covers less projected length, and if its edges are clamped it must stretch. Expanding arc length to second order gives a mean strain $\langle(\partial_xh)^2\rangle/2=\langle|\nabla h|^2\rangle/4$ in each direction. With the continuum form of $K(q)$, the mean square slope is
\begin{equation}
\langle|\nabla h|^2\rangle=\frac{k_BT}{2\pi}\int_0^Q\frac{q^3dq}{\kappa q^4+\gamma}
=\frac{k_BT}{8\pi\kappa}\ln\left(1+\frac{Q^4}{q_*^4}\right)
=6.7\times10^{-4}.
\end{equation}
The resulting tension is 0.027 N/m, which lowers the variance by 0.1\%. Short waves contribute strongly to the slope, so their softening matters here: in the lattice model above, with slopes taken as height differences along the bonds, the tension is about a third larger, but the reduction is still only about 0.1\%.

Stretching that varies from place to place is not included. Its scale follows from a ripple of amplitude $\sigma$ and wavevector $q$: the stretching energy per area is of order $Y(q^2\sigma^2)^2$, the bending energy of order $\kappa q^4\sigma^2$. Their ratio is $Y\sigma^2/\kappa=0.004$ here. The same ratio grows with $\sigma^2$, so the harmonic result for a large unbound sheet eventually fails.

\section{Is the binding harmonic enough?}

The attraction to a substrate weakens on the outward side. A simple model is the 9-3 wall potential with equilibrium gap $d$ and adhesion energy per area $\Gamma$:
\begin{equation}
V(z)=\frac\Gamma2\left[\left(\frac dz\right)^9-3\left(\frac dz\right)^3\right].
\end{equation}
At $z=d$ the first derivative vanishes, and the next three are
\begin{equation}
V''=\frac{27\Gamma}{d^2}=\gamma,\quad
V'''=-\frac{405\Gamma}{d^3}=-\frac{15\gamma}{d},\quad
V''''=\frac{5400\Gamma}{d^4}=\frac{200\gamma}{d^2}.
\end{equation}
Suppose a uniform external pressure $f$ holds the mean displacement at $m$. Averaging the binding force over small fluctuations gives, to leading order,
\begin{equation}
f=V'(d+m)+\tfrac12V'''(d+m)\,\sigma^2(m).
\end{equation}
At $f=0$ this yields $\gamma m+V'''\sigma^2/2=0$, so the sheet moves outward by $m=7.5\sigma^2/d$. For a rough gap of 0.3 nm this is 1.4 pm.

The stiffness against a further uniform displacement is $df/dm$. The local curvature $V''(d+m)$ also controls $\sigma^2(m)$, and $\sigma^2\propto\gamma^{-1/2}$ implies $d\sigma^2/dm=-V'''\sigma^2/(2\gamma)$. Thus
\begin{align}
\frac{df}{dm}&=\gamma+V'''m+\frac12V''''\sigma^2-\frac{(V''')^2\sigma^2}{4\gamma}\nonumber\\
&=\gamma\left[1+(-112.5+100-56.25)\frac{\sigma^2}{d^2}\right].
\end{align}
The three changes are $-7.2\%$, $+6.4\%$ and $-3.6\%$ of $\gamma$.

The first two are the same for every $q$. The last comes from the response of the fluctuations to a change of curvature, which is proportional to the square of the height correlation function, $C(\mathbf r)^2$. Since $C^2$ is nowhere negative, its Fourier transform is largest at $q=0$. The softening at any $q$ is therefore at most $68.75\,\sigma^2/d^2$, and $\sigma^2\propto\gamma^{-1/2}$ turns this into a variance increase of at most $34.4\,\sigma^2/d^2$. At this order, for this potential and a rigid support, the bound is 2.2\%. On an elastic substrate the wall acts on the gap $h-s$. The variance of the gap includes short surface waves of the substrate and grows with the cutoff, from 0.7 times the base variance at $Q/4$ to 3.3 times at $Q$ in the oxide example, so the sizes given in this section do not carry over to that case.

\section{What does this mean for a real sheet?}

The given parameters lie in the regime of monolayer MoS$_2$ on silicon oxide: the rigidity is about 10 eV, and in the wall model the binding stiffness corresponds to an adhesion energy of 0.17 J/m$^2$, a plausible order for van der Waals contact. Of the corrections sized here, the largest is the yielding of the oxide, which moves the rms height from 7.6 to 9.6 pm. That figure is itself an estimate, since continuum elasticity is being used at wavelengths of a few nanometres and below. Real oxide is also rough, and the sheet may touch it only in places. Where contact is lost, $\gamma$ is no longer uniform and \eqref{eq:result} does not apply locally. The value of 8 pm thus describes thermal motion in uniform contact with a rigid support; for a sheet on oxide, about 10 pm is the better estimate within the elastic model. The variance changes quoted above were sized one at a time, each relative to the same base variance; the changes of binding are relative to $\gamma$.

\section*{Numbers as computed}
\begin{verbatim}
Bending rigidity: 1.6e-18 J
Binding stiffness: 5e+19 N/m^3
Temperature: 300 K
Thermal energy: 4.142e-21 J
sqrt(kappa*gamma): 8.944 N/m
Crossover wavevector: 2.364 1/nm
Crossover wavelength: 2.657 nm
Height variance, formula: 57.89 pm^2
Height variance, quadrature: 57.89 pm^2
RMS height at 300 K: 7.608 pm
RMS height at 400 K: 8.785 pm
Variance share below crossover: 50 %
Grid variance error, 48 by 48: 2.617 %
Grid variance error, 96 by 96: 0.843 %
Lattice constant, rough input: 0.316 nm
Cell mass: 160.1 u
Mode-disc radius: 12.05 1/nm
Variance change, finite modes: -2.448 %
Variance change, quantum: 1.402 %
Upper limit of quantum change: 1.454 %
Oxide Young modulus, rough input: 70 GPa
Oxide Poisson ratio, rough input: 0.17
Oxide surface stiffness at crossover: 8.522e+19 N/m^3
Variance change, elastic oxide: 57.65 %
RMS height on elastic oxide: 9.553 pm
Sheet Young modulus, rough input: 120 N/m
Sheet Poisson ratio, rough input: 0.25
Built-in strain, rough input: 0.2 %
Built-in tension: 0.32 N/m
Variance change, built-in tension: -1.123 %
First-order tension estimate: -1.139 %
Mean square slope: 0.0006713
Tension from clamped edges: 0.02685 N/m
Variance change, clamped edges: -0.09545 %
Stretching scale Y*variance/kappa: 0.004341
Wall gap, rough input: 0.3 nm
Adhesion implied by wall model: 0.1667 J/m^2
Mean outward shift: 1.447 pm
Binding change, quartic term: 6.432 %
Binding change, mean shift: -7.236 %
Binding change, cubic loop at q=0: -3.618 %
Upper leading anharmonic variance change: 2.211 %
\end{verbatim}
